# Interdiffusion eigenvalues of an ideal alloy and their interlacing with tracer diffusivities

## 1. Result

Take a substitutional alloy of $n$ components with mole fractions $x_i>0$, $\sum_i x_i=1$, and tracer diffusivities $D_i>0$. If the alloy mixes ideally and vacancy wind is neglected, the $n-1$ eigenvalues $\lambda$ of its interdiffusion matrix are the roots of

$$P(\lambda)=\sum_{i=1}^{n}x_i\prod_{j\ne i}(D_j-\lambda)=0. \tag{1}$$

Where $\lambda$ equals none of the $D_i$, this is the secular equation

$$F(\lambda)=\sum_{i=1}^{n}\frac{x_i}{D_i-\lambda}=0. \tag{2}$$

Exactly one root lies strictly between each pair of neighbouring distinct tracer diffusivities. A value shared by $g$ components is also an eigenvalue, $g-1$ times.

## 2. From atomic fluxes to the matrix

The atomic volumes are equal and constant, so the number of atoms per volume, $c$, is constant. Vacancies are in equilibrium everywhere and their fraction is negligible. In the frame of the crystal lattice each component responds to its own chemical potential alone:

$$J_i=-\frac{c\,x_iD_i}{k_BT}\nabla\mu_i,\qquad \mu_i=\mu_i^0+k_BT\ln x_i .$$

The absence of cross terms is the neglect of vacancy wind. Since $x_i\nabla\ln x_i=\nabla x_i$,

$$J_i=-c\,D_i\nabla x_i .$$

These fluxes do not sum to zero. The difference is carried by vacancies, which are created and destroyed at sinks, and the lattice drifts: this is the Kirkendall effect. In the frame with no net flux of atoms, the lattice velocity $u$ satisfies $\sum_jJ_j+cu=0$. The flux in that frame is therefore

$$\tilde J_i=J_i+c\,x_iu=J_i-x_i\sum_jJ_j
=-c\Big[D_i\nabla x_i-x_i\sum_{j=1}^{n}D_j\nabla x_j\Big]. \tag{3}$$

Only $n-1$ gradients are independent. Inserting $\nabla x_n=-\sum_{j<n}\nabla x_j$ gives

$$\tilde J_i=-c\sum_{j=1}^{n-1}\tilde D_{ij}\nabla x_j,\qquad
\tilde D_{ij}=D_i\delta_{ij}-x_i(D_j-D_n). \tag{4}$$

The matrix depends on which component is eliminated. Its eigenvalues do not, because each choice merely supplies coordinates for the same linear map (3) on vectors whose components sum to zero.

Conservation reads $c\,\partial_tx_i=-\nabla\cdot\tilde J_i$. For a small wave on a uniform alloy, $\delta x_i=v_i\cos(kz)$, products of small quantities are dropped. An eigenvector $v$ then decays as $e^{-\lambda k^2t}$. The eigenvalues are thus local properties of a composition, and they become decay rates after this linearization.

## 3. The secular equation

Write $A=\mathrm{diag}(D_1-\lambda,\dots,D_{n-1}-\lambda)$, $a_i=x_i$ and $b_j=D_j-D_n$. Then $\tilde D-\lambda I=A-ab^T$. For $\lambda$ different from every $D_i$,

$$\det(A-ab^T)=\det A\;\det(I-A^{-1}ab^T)=\det A\,(1-b^TA^{-1}a).$$

The last step holds because $I-wb^T$, with $w=A^{-1}a$, leaves vectors orthogonal to $b$ unchanged. In the one remaining direction it multiplies by $1-b^Tw$, since $b^T(I-wb^T)=(1-b^Tw)b^T$. If $b=0$ the statement is trivial.

Now split $D_i-D_n=(D_i-\lambda)-(D_n-\lambda)$:

$$\begin{aligned}
1-b^TA^{-1}a&=1-\sum_{i<n}\frac{x_i(D_i-D_n)}{D_i-\lambda}\\
&=1-\sum_{i<n}x_i+(D_n-\lambda)\sum_{i<n}\frac{x_i}{D_i-\lambda}\\
&=(D_n-\lambda)\sum_{i=1}^{n}\frac{x_i}{D_i-\lambda},
\end{aligned}$$

where $1-\sum_{i<n}x_i=x_n$ supplied the last term of the sum. Multiplying by $\det A=\prod_{i<n}(D_i-\lambda)$ gives

$$\det(\tilde D-\lambda I)=P(\lambda).$$

Both sides are polynomials, so the identity extends to the excluded values of $\lambda$. This proves (1), including repeated diffusivities.

The modes follow directly from (3). With $s=\sum_jD_jv_j$, an eigenvector obeys

$$(D_i-\lambda)v_i=x_is,\qquad \sum_iv_i=0. \tag{5}$$

Let the $D_i$ be distinct. If $s$ were zero, at most one $v_i$ could differ from zero, and the zero sum would remove that one too. Hence $s\ne0$, no $D_i$ equals $\lambda$, and $v_i\propto x_i/(D_i-\lambda)$. The condition $\sum_iv_i=0$ is then equation (2). Components with $D_i<\lambda$ move against those with $D_i>\lambda$.

Two sum rules are useful. The trace of (4) is

$$\sum_r\lambda_r=\sum_{i<n}\big[(1-x_i)D_i+x_iD_n\big]=\sum_{i=1}^{n}(1-x_i)D_i,$$

and setting $\lambda=0$ in $P$ gives $\prod_r\lambda_r=\big(\prod_iD_i\big)\sum_ix_i/D_i$.

## 4. Interlacing

Let $d_1<\dots<d_m$ be the distinct tracer diffusivities, $g_a$ the number of components sharing $d_a$, and $w_a$ their total mole fraction. Then

$$P(\lambda)=\prod_{a=1}^{m}(d_a-\lambda)^{g_a-1}\,Q(\lambda),\qquad
Q(\lambda)=\sum_{a=1}^{m}w_a\prod_{b\ne a}(d_b-\lambda).$$

The prefactor gives each $d_a$ as a root $g_a-1$ times. It is not a further root, because $Q(d_a)=w_a\prod_{b\ne a}(d_b-d_a)\ne0$. The other roots are those of

$$F(\lambda)=\sum_a\frac{w_a}{d_a-\lambda},\qquad F'(\lambda)=\sum_a\frac{w_a}{(d_a-\lambda)^2}>0 .$$

Just above $d_a$ the term $w_a/(d_a-\lambda)$ tends to $-\infty$. Just below $d_{a+1}$ the next term tends to $+\infty$. Between them $F$ is continuous and increasing, so it vanishes once. The $m-1$ gaps supply $m-1$ roots, which is the degree of $Q$. The total is $(m-1)+\sum_a(g_a-1)=n-1$, and no eigenvalue is missing.

As an example, let six components have $D=(2,2,2,5,5,9)$ µm²/h and group fractions $0.45$, $0.35$, $0.20$. Then $Q=\lambda^2-11.55\lambda+28.55$, with roots 3.584 and 7.966. The full set is 2, 2, 3.584, 5 and 7.966 µm²/h. The modes at a repeated value exchange equally mobile components. They have $s=0$, cause no drift, and decay at the tracer rate.

There is also a geometric reason for the result. Put $v_i=\sqrt{x_i}\,y_i$ and $q_i=\sqrt{x_i}$, so that $q$ is a unit vector and $\sum_iv_i=0$ means $q\cdot y=0$. Dividing the map in (3) by $\sqrt{x_i}$ turns it into

$$y\;\mapsto\;(I-qq^T)\,\mathrm{diag}(D_i)\,y .$$

On the plane orthogonal to $q$ this is a symmetric operator: the diagonal tracer matrix restricted to that plane. Its eigenvalues are therefore real and its eigenvectors form a complete set, even when diffusivities coincide.

## 5. Limits

**Two components.** Equation (1) becomes $x_1(D_2-\lambda)+x_2(D_1-\lambda)=0$, so $\lambda=x_1D_2+x_2D_1$, Darken's result for an ideal binary.

**A dilute component.** If $x_i=0$, every term of $P(D_i)$ vanishes, so $D_i$ is itself an eigenvalue and strict interlacing is lost. For small $x_i$, with $D_i$ distinct, let $S_i=\sum_{j\ne i}x_j/(D_j-D_i)$. If $S_i\neq0$, equation (2) near $D_i$ reads $x_i/(D_i-\lambda)+S_i\approx0$, or $\lambda\approx D_i+x_i/S_i$. This replaces the sum over the other components at $\lambda$ by its value at $D_i$, so it needs a shift small against the gaps and $x_i\ll S_i^2\big/\sum_{j\ne i}x_j/(D_j-D_i)^2$. When faster and slower components nearly cancel in $S_i$, even $x_i=0.01$ can be too large.

**A very fast component.** As $D_n\to\infty$, the other $n-2$ eigenvalues never exceed the second-largest tracer diffusivity. The trace then gives the largest as $\lambda\approx(1-x_n)D_n$.

**An immobile component.** Let $D_1\to0$ with the others fixed. The product of eigenvalues tends to $x_1\prod_{j>1}D_j$, which is not zero. Component 1 does not hop, but the lattice drift carries it, so no mode is frozen. This conclusion rests on effective vacancy sinks, as section 7 shows.

## 6. A four-component example

Take $x=(0.3,0.3,0.2,0.2)$ and $D=(2,4,6,15)$ µm²/h. From (4), for instance, $\tilde D_{11}=2-0.3(2-15)=5.9$ and $\tilde D_{12}=-0.3(4-15)=3.3$. The whole matrix is

$$\tilde D=\begin{pmatrix}5.9&3.3&2.7\\3.9&7.3&2.7\\2.6&2.2&7.8\end{pmatrix}\ \text{µm}^2/\text{h}.$$

Numerical diagonalization gives

$$\lambda=2.868,\quad 5.324,\quad 12.81\ \text{µm}^2/\text{h},$$

or $0.80$, $1.48$ and $3.56\times10^{-15}$ m²/s. One lies in each of the gaps 2–4, 4–6 and 6–15. Their sum is $0.7\cdot2+0.7\cdot4+0.8\cdot6+0.8\cdot15=21$ µm²/h, as the trace requires. The slowest mode, scaled to largest entry one, is $(-1,\,0.77,\,0.18,\,0.05)$: mainly an exchange of the two slowest components. The fastest, $(-0.30,\,-0.37,\,-0.32,\,1)$, exchanges component 4 with all the others.

Let the composition vary as a wave of length 40 µm, so $k^2=(2\pi/40)^2=0.0247$ µm$^{-2}$. The decay times $1/(\lambda k^2)$ are 14.1, 7.6 and 3.2 h. The slowest mode falls to 5% of its initial amplitude in $14.1\ln20\approx42$ h.

Now start with amplitudes $(4,0,0,-4)$ at.%. Component 2 is uniform, yet it does not stay so. Here $s=2\cdot4+15\cdot(-4)=-52$ at.% µm²/h, and (3) gives its initial rate of change as $k^2x_2s=0.0247\cdot0.3\cdot(-52)\approx-0.385$ at.%/h. Component 4 flows rapidly towards the crest, where it is depleted, and the compensating drift carries component 2 away. Summing the three decaying modes gives a largest amplitude of $-0.84$ at.% for component 2, after 6.5 h. After 10 h the four amplitudes are $1.40$, $-0.77$, $-0.39$ and $-0.24$ at.%.

## 7. Vacancy wind and scarce sinks

Two neglected vacancy effects lead to the same form of lattice flux. With $\bar D=\sum_ix_iD_i$ and a number $g$,

$$J_i=-c\Big[D_i\nabla x_i+g\,\frac{x_iD_i}{\bar D}\sum_jD_j\nabla x_j\Big]. \tag{6}$$

The sum of these fluxes is $-c(1+g)\sum_jD_j\nabla x_j$. Removing the drift as before changes (5) to

$$(D_i-\lambda)v_i=x_i\eta_is,\qquad \eta_i=1+g-g\frac{D_i}{\bar D}.$$

For distinct $D_i$ and positive $\eta_i$, the earlier argument applies with $x_i$ replaced by $x_i\eta_i$. The eigenvalues obey $\sum_ix_i\eta_i/(D_i-\lambda)=0$ and still interlace.

**Vacancy wind.** Manning's random-alloy model, taken here as given, has $g=(1-f_0)/f_0$, where $f_0$ is the tracer correlation factor of the pure lattice. For fcc, a reciprocal-space integral for the mean cosine between successive tracer jumps gives $f_0=0.7815$, so $g=0.280$. Then $\eta_i>0$ requires

$$D_i<\bar D\,\frac{1+g}{g}=\frac{\bar D}{1-f_0}.$$

The model itself ensures this. It sets $D_i=C\nu_if_i$, with jump rate $\nu_i$, common constant $C$, $f_i=H/(H+2\nu_i)$ and $H=2\sum_jx_j\nu_jf_j/(1-f_0)$. Hence $D_i=C\nu_iH/(H+2\nu_i)<CH/2=\bar D/(1-f_0)$. Within this model vacancy wind shifts the eigenvalues but preserves interlacing.

If tracer values are inserted without regard to that bound, interlacing can fail. For $x=(0.9,0.1)$ and $D=(1,100)$ µm²/h, equation (6) gives $\lambda=112.7$ µm²/h, above both tracer values. But $\bar D/(1-f_0)=10.9/0.2185\approx50$ µm²/h, so these inputs do not describe an alloy of the model. In the four-component example $\bar D=6$ and the bound is about 27 µm²/h, so the inputs are admissible. The eigenvalues rise by 2.2, 1.3 and 7.1%.

**Scarce sinks.** Let $\epsilon$ be the relative excess of vacancies. It adds $c\,x_iD_i\nabla\epsilon$ to $J_i$, because atoms move towards excess vacancies. The vacancy flux is then $c(\sum_jD_j\nabla x_j-\bar D\nabla\epsilon)$. Assume that sinks of density $\rho$ remove vacancies at the rate $c\rho\bar D\epsilon$, and that the small vacancy population adjusts quickly. For a wave the balance is

$$-k^2s+k^2\bar D\epsilon=-\rho\bar D\epsilon
\quad\Rightarrow\quad \epsilon=\frac{k^2}{k^2+\rho}\,\frac{s}{\bar D}.$$

This is (6) with $g=-k^2/(k^2+\rho)$, for which every $\eta_i$ is positive. With no sinks, $g=-1$ and $\eta_i=D_i/\bar D$. A binary then has $\lambda=D_1D_2/(x_1D_1+x_2D_2)$, which vanishes when one component is immobile: without sinks there is no drift to carry it. For an assumed dislocation density of 1 µm$^{-2}$, $g=-0.024$ and the example's eigenvalues fall by at most 0.6%.

## 8. Beside real alloys

The diffusivities chosen, about $0.6$ to $4\times10^{-15}$ m²/s, are illustrative. Neither they nor the composition describe a particular alloy. Real alloys do not mix ideally. To size this, take a regular solution with excess energy $\tfrac12\Omega(1-\sum_ix_i^2)$ per atom, so that

$$\mu_i=\mu_i^0+k_BT\ln x_i+\Omega\Big[\tfrac12\Big(1+\sum_jx_j^2\Big)-x_i\Big].$$

With an assumed $\Omega=-0.05$ eV, which favours mixing, and a temperature of 1300 K, these potentials in the flux law of section 2 raise the three eigenvalues by 13, 10 and 9%. This is the largest shift of the eigenvalues among the effects sized here, and it depends on the assumed $\Omega$. Interlacing is a result for ideal mixing and need not survive. Here the middle eigenvalue rises to 5.87 µm²/h, still below $D_3=6$, but with $\Omega=-0.07$ eV it reaches 6.09 µm²/h and leaves its gap. With $\Omega=-0.1$ eV the largest, 15.2 µm²/h, exceeds every tracer diffusivity.

Tracer diffusivities also vary with composition. Take all four multiplied by $e^{2(x_4-0.2)}$, an assumed dependence, and solve the full nonlinear equations by finite volumes. The 10 h profiles then differ from the linear ones by about 0.01 at.%, against a largest amplitude of 1.4 at.%. This is the combined effect of the varying diffusivities and of the products dropped in section 2. The two partly cancel here, so the number does not size either one alone.

Grain boundaries add transport. For width $\delta=0.5$ nm, grain size $d=200$ µm and a boundary diffusivity $10^4$ times that of the lattice, all assumed, the volume fraction of boundaries, about $3\delta/d$, times this ratio is $3\delta/d\cdot10^4=7.5\%$. This overestimates the extra transport: boundaries lying across the flux add little to it, and because the wave is shorter than a grain, lateral diffusion through the lattice cannot fully supply the others. Nor is it a uniform correction to $\lambda$. The neglected vacancy fraction itself is about $e^{-1.6\,\text{eV}/k_BT}\approx6\times10^{-7}$ for an assumed formation energy of 1.6 eV, with formation entropy omitted.

Numbers in the example were calculated in double precision.
